# Excess Noise of Electron-Initiated Avalanche with Constant Ionisation Ratio, part 2

An electron enters an avalanche layer $0<x<W$ at $x=0$ and drifts towards $W$; holes drift towards $0$. Electrons and holes ionise at rates $\alpha(x)$ and $\beta(x)$ per unit length. $N$ electrons leave for each one that enters, itself included. The gain is $M=\langle N\rangle$, and the excess noise factor is $F=\langle N^2\rangle/M^2$.

The model assumes:

1. Rates depend on position alone. A carrier can ionise at once, with no "dead space" in which it first gains energy. The size of this approximation is still to be found.
2. Carriers act independently, and their charge does not alter the field.
3. There is no recombination or trapping.
4. The ratio $k=\beta/\alpha$ is the same at every $x$.

A pair born at $x$ has a family of $N(x)$ pairs, itself included, with mean $m(x)$ and second moment $Q(x)$. Ionisations at $x_i$ along its two carriers' paths are Poisson events, each starting an independent family:

$$N(x)=1+\sum_i N_i(x_i).\tag{1}$$

$$m(x)=1+\int_x^W\alpha\,m\,dx'+\int_0^x\beta\,m\,dx'.\tag{2}$$

In the variance, each short interval contributes the full second moment of a family:

$$Q(x)-m(x)^2=\int_x^W\alpha\,Q\,dx'+\int_0^x\beta\,Q\,dx'.\tag{7}$$

For any rates with finite moments, $Q/m-2m$ is constant across the layer. The "crossing rates" test of this used $\alpha=1.2(0.3+x)$ and $\beta=0.9(1-x)$ on unit width.

For constant $k$, with $A=\int_0^W\alpha\,dx$ and $M=m(0)$,

$$m(W)=1-k+kM,\tag{4}$$

$$M=\frac{1-k}{e^{-(1-k)A}-k}.\tag{5}$$

At $k=1$ the gain is $M=1/(1-A)$. For $k>0$ and $k\neq1$, breakdown lies at

$$A_{\rm b}=\frac{\ln(1/k)}{1-k}.\tag{6}$$

Below breakdown both moments are finite, and electron injection gives McIntyre's formula, called "the formula" below, which also holds at $k=1$:

$$F=kM+(1-k)\left(2-\frac1M\right).\tag{12}$$

Q: I should still like to see the formula meet a calculation that does not begin with your Poisson sum.

A: One can follow each carrier to its first ionisation. An electron that ionises is replaced by two electrons and a hole at that place; a hole is replaced by two holes and an electron. This gives linear equations for the moments which do not use (1). For uniform rates, with $A$ chosen so that $M=8$, their numerical solution gives:

| $k$ | $F$, first ionisations | $F$, formula |
|---|---|---|
| 0 | 1.8750 | 1.8750 |
| 0.1 | 2.4876 | 2.4875 |
| 0.5 | 4.9376 | 4.9375 |
| 1 | 8.0001 | 8.0000 |
| 3 | 20.2514 | 20.2500 |

The differences are below $10^{-4}$ of $F$.

The claim about the shape of $\alpha$ can be tested as well. For $k=0.3$ and $\alpha=1.2(1+0.8\sin7x)$ on a layer of unit width, the discretised equations (2) and (7) give $M=5.7551$ and $F=3.0049$. The formula gives $3.0049$ at that gain.

Q: The table covers a factor of ten in noise at one gain. Why do ionising holes cost so much?

A: At fixed $M$, the formula gives

$$\frac{\partial F}{\partial k}=M-2+\frac1M=\frac{(M-1)^2}{M}\ge0.$$

The two simplest cases show what changes in the avalanche. For $k=0$ every daughter is born downstream of her parent. The expected family size $m(x)$ falls towards $m(W)=1$, so later generations have less and less room to multiply. For $k=1$, $m$ is the same everywhere: a pair of the tenth generation has as large an expected family as the first. The chain may die early or run on for long, and the spread is correspondingly large, with $Q=M^3$.

Q: Then with $k=0$ a high gain should be nearly noiseless.

A: No. In that case $F=2-1/M$, which rises from 1 towards 2. The ionisations of each electron are still random, and an early event starts a larger family than a late one. Removing the feedback stops $F$ from growing without limit, but it does not remove the randomness.

For $k>0$ and large gain, $F$ approaches $kM+2(1-k)$, which grows in proportion to $M$ in the end. At small gain, put $M=1+\delta$. To first order $1/M=1-\delta$, so

$$F\simeq k(1+\delta)+(1-k)(1+\delta)=1+\delta.$$

The ratio $k$ drops out. At this order the electron makes either no new pair or one, with probability $\delta$, and the variance of that number is $\delta$. Whether the new hole can ionise affects the next order only.

Q: So far $F$ describes a count. An amplifier sees a current. How are the two connected?

A: Suppose primary electrons arrive independently at mean rate $r$. The primary current is $I_0=qr$, where $q$ is the elementary charge. In a time $T$ much longer than an avalanche lasts, the charge leaving at $W$ is $q\sum_jN_j$, a sum over a Poisson number of arrivals with mean $rT$. The argument that led to (7) applies again, with short time intervals in place of short lengths:

$$\mathrm{Var}(\text{charge})=q^2\,rT\,\langle N^2\rangle=q^2\,rT\,M^2F.$$

For a stationary current with correlation function $C(\tau)$, this variance is also $T\int C(\tau)\,d\tau$ when $T$ is long. The one-sided spectral density at low frequency is $S=2\int C(\tau)\,d\tau$, which is $2\,\mathrm{Var}(\text{charge})/T$. Therefore

$$S=2q^2r\,M^2F=2qI_0M^2F.\tag{14}$$

For $M=F=1$ this is ordinary shot noise, $2qI_0$, which confirms the factor 2.

Q: Put numbers in. I want a layer that someone might build.

A: Take a silicon avalanche photodiode at room temperature, with a uniform field $E=0.25$ MV/cm over $W=3.2$ µm, which requires 80 V. For the rates I use the form $a\,e^{-b/E}$ with rough typical silicon values: $a=70$ µm$^{-1}$ and $b=1.2$ MV/cm for electrons, and $a=160$ µm$^{-1}$ and $b=2.0$ MV/cm for holes. Then

$$\alpha=70\,e^{-4.8}=0.576\ \mu\mathrm{m}^{-1},\qquad
\beta=160\,e^{-8}=0.0537\ \mu\mathrm{m}^{-1},$$

so that $k=0.0932$ and $A=\alpha W=1.84$. The gain is

$$M=\frac{0.9068}{e^{-0.9068\times1.8435}-0.0932}\simeq9.57,$$

and the noise factor is

$$F=0.0932\times9.57+0.9068\left(2-\frac1{9.57}\right)=0.892+1.719\simeq2.61.$$

Breakdown lies at $A_{\rm b}=2.62$. At the same field, this corresponds to a layer 4.54 µm thick.

A simulation that follows every carrier, started with 200 000 electrons in this layer, gives $M=9.584\pm0.027$ and $F=2.600\pm0.011$, where the uncertainties are one standard error. When the simulated counts are assigned to random arrivals, ten per time window on average, the output variance per arrival is $237.2\pm3.1$. The value required by (14) is $M^2F=239.1$.

Q: What would I read on a noise meter?

A: For a primary current of 1 nA the output is 9.57 nA. Equation (14) gives

$$\sqrt S=\sqrt{2\,(1.60\times10^{-19}\,\mathrm C)(10^{-9}\,\mathrm A)(239.1)}
\simeq0.277\ \mathrm{pA}/\sqrt{\mathrm{Hz}}.$$

A multiplier with the same gain and no spread would give 0.171 pA/$\sqrt{\mathrm{Hz}}$. The ratio of the two is $\sqrt F\simeq1.62$. The noise of the amplifier and any dark current are not included.

Q: Does it matter from which side the carriers enter?

A: A good deal. For a hole entering at $W$, exchange the two kinds of carrier: $k$ becomes $1/k$, and the gain becomes $m(W)$. For $k>0$,

$$F_{\rm h}=\frac{m(W)}k+\left(1-\frac1k\right)\left(2-\frac1{m(W)}\right).$$

In the same layer at the same field, $m(W)=1.80$ and $F_{\rm h}=5.25$. Hole injection thus gives less gain and a larger noise factor here. Light absorbed inside the layer starts a mixture of avalanches. If 5 % of the primary pairs are born evenly across it and the rest start at $x=0$, the gain falls to 9.32 and $F$ rises to 2.66, which is 2 % above the value for pure electron injection into this layer and about 3 % above the formula at the same gain.

Q: Now return to the dead space. You promised me its size.

A: A carrier that starts from rest and needs energy $E_{\rm th}$ to ionise must travel at least $E_{\rm th}/(qE)$. With rough thresholds of 1.2 eV for electrons and 1.5 eV for holes, and a field of 25 V/µm, these distances are 48 and 60 nm. Collisions with the lattice lengthen them, so I also take both thresholds twice as large. In this comparison, the field and the mean distances between ionisations, $1/\alpha$ and $1/\beta$, are held fixed. The entering electron must cross a dead space before it can ionise, and after each ionisation so must the parent and both new carriers.

| Dead space, electron / hole | $M$ | $F$ | Formula at this $M$ |
|---|---|---|---|
| none | 9.57 | 2.61 | 2.61 |
| 48 / 60 nm | 8.48 | 2.38 | 2.50 |
| 96 / 120 nm | 7.63 | 2.20 | 2.41 |

Part of the fall in $F$ comes from the lower gain. Compared with the formula at the same gain, the noise factor is lower by about 5 % and 8 %. These figures depend on how the rates are tied to the dead space. If $1/\alpha$ and $1/\beta$ are taken as the free path plus two dead spaces instead of one, the gain falls only to 9.13 and 8.76, and $F$ lies 5 % and 10 % below the formula. Larger effective thresholds, such as 3.6 and 5 eV, put it 12 % or more below.

Q: Why should a delay make the avalanche quieter?

A: A dead space $d$ makes the distances between ionisations more regular. With the mean held at $1/\alpha$, the random part of the electron's path has mean $1/\alpha-d$. Being exponential, it has the same standard deviation, which is less than the value $1/\alpha$ without dead space. The direction of the change in $F$ agrees with this, though the table does not isolate it as the sole cause. The effect should matter more in thin layers at high field, where $d$ is a larger part of $1/\alpha$; the numbers here apply to this layer.

Q: You also took a uniform field. A doped layer does not have one.

A: By itself a varying field would do no harm, as (12) allows any $\alpha(x)$. But in silicon the ratio $k$ changes with field, and that breaks the fourth assumption. A doping of $10^{15}$ cm$^{-3}$ changes the field by about 0.05 MV/cm across the layer. If the field at the middle is held at 0.25 MV/cm, $k$ ranges from 0.066 to 0.124. With the high field at the electron entry, $M=11.6$ and $F=3.02$, while the formula with the mid-layer $k$ gives 2.82 at that gain. With the high field at the exit, $M=9.83$ and $F=2.54$, against 2.64.

The errors of the formula thus have opposite signs, and it is 7 % too low in the first case and 4 % too high in the second.

Q: Suppose the diode warms up on a summer day.

A: Then $M$ and $k$ change, and the formula has to be used with their new values. As a rough model, let both constants $b$ rise by 0.1 % per kelvin. A rise of 20 K at fixed field gives $k=0.0874$, $M=7.05$ and $F=2.31$. The gain falls by 26 % and the noise factor by 11 %. Most of the fall in $F$ comes from the lower gain: at $M=7.05$ the old $k$ would give 2.34, so the smaller $k$ is worth about 1 %. The rate of 0.1 % per kelvin is on the high side. Published fits for silicon are nearer 0.05 % per kelvin, which would lower the gain by about 14 % and $F$ by about 6 %.

Q: Is there anything else that could spoil the example?

A: Three effects are small or set a limit on its use.

- Tunnelling across the gap: a simple estimate with a triangular barrier, a gap of 1.1 eV and an effective mass of 0.2 electron masses gives a transmission factor of about $10^{-61}$. The exponent depends strongly on the barrier shape assumed; a two-band barrier gives about $10^{-36}$, which is still negligible. It leaves out tunnelling through defects.
- Space charge: for a diode 100 µm in diameter, the 9.57 nA output changes the field by less than about 0.004 V/cm, against an applied 250 000 V/cm. This bound ignores the partial cancellation between electron and hole charge.
- Speed: at a rough drift speed of $10^7$ cm/s, one transit takes 32 ps. With $k$ this small, few chains run back upstream, and the avalanche lasts about two transits on average, far less than $M$ transits (306 ps). For equal electron and hole speeds the noise lies about 1 % below (14) at 0.5 GHz and 4 % below at 1 GHz, and it falls to half near 5 GHz.

Q: How near is all this to a diode I could buy?

A: The field and the ionisation rates are in the range of silicon photodiodes, but the uniform layer is an idealisation. With the rates used here, $k=(160/70)\,e^{-0.8/E}$ with $E$ in MV/cm, so a diode with a weaker field has a smaller $k$, and it needs a wider layer to reach the same gain. Real layers break the assumptions of no dead space and constant $k$. Taken one at a time, the dead spaces and field tilts above move $F$ from 2.61 to values between about 2.2 and 3.0, with the change in gain included. Uncertainty in the rough silicon coefficients comes on top of that, and it is large. The unrounded values $a=70.3$ µm$^{-1}$, $b=1.231$ MV/cm for electrons and $a=158.2$ µm$^{-1}$, $b=2.036$ MV/cm for holes give $M=6.7$, $F=2.29$ and breakdown at 5.18 µm for the same field.

Q: So when should I trust the formula?

A: When dead spaces are short compared with the ionisation distances, $k$ varies little across the layer, the carriers enter from the electron side, and the bias is below breakdown. Use the gain the layer really has, because $M$ responds strongly to field and temperature. For this silicon layer, the dead spaces and field tilts considered, taken one at a time, leave the formula within about 10 % of the computed $F$ at the same gain. Larger thresholds take the error beyond 10 %. Acting together, the two effects add or partly cancel: with the doubled dead space the formula is 13 % too high when the high field is at the exit, and 4 % too high when it is at the entry. The numerical output lists the separate cases.

## Numbers as computed

```
Recursion tests (all dimensionless): k, M, F recursion, F formula
  0.0  8.0003  1.8750  1.8750
  0.1  8.0002  2.4876  2.4875
  0.5  8.0001  4.9376  4.9375
  1.0  8.0001  8.0001  8.0000
  3.0  8.0004  20.2514  20.2500
Non-uniform alpha, k = 0.3: M = 5.7551, F = 3.0049, formula 3.0049
Crossing rates: range of m = 3.216, range of Q/m - 2m = 2.6e-06
Silicon layer, rough inputs: a exp(-b/field)
  electrons a = 70 /um, b = 1.2 MV/cm; holes a = 160 /um, b = 2.0 MV/cm
  field = 0.25 MV/cm, width = 3.2 um, voltage = 80 V
  alpha = 0.5761 /um, beta = 0.05367 /um, k = 0.0932
  alpha W = 1.8435, M = 9.570, F = 2.611
  parts of F: kM = 0.892, (1-k)(2-1/M) = 1.719
  breakdown: alpha W = 2.617, width = 4.54 um, largest eigenvalue = 1.00000
  hole injection at W: gain = 1.798, F = 5.249
  Monte Carlo, 200000 electrons: M = 9.584 +- 0.027, F = 2.600 +- 0.011
  output variance per arrival = 237.2 +- 3.1, M^2 F = 239.1
  primary current = 1 nA, output = 9.57 nA
  noise = 0.277 pA/sqrt(Hz); with F = 1: 0.171 pA/sqrt(Hz)
Neglected effects (formula = constant-k F at the changed M)
  thresholds 1.2, 1.5 eV: dead space 48, 60 nm
    M = 8.481, F = 2.384, formula 2.497
  thresholds 2.4, 3.0 eV: dead space 96, 120 nm
    M = 7.633, F = 2.204, formula 2.406
  doping 1e+15 /cm3: field changes by 0.0495 MV/cm across layer
    high field at entry: k from 0.066 to 0.124, M = 11.608, F = 3.021, formula 2.817
    high field at exit: k from 0.066 to 0.124, M = 9.827, F = 2.541, formula 2.637
  5 % of pairs born evenly in layer: M = 9.324, F = 2.659
  20 K warmer, b up 0.1 %/K: k = 0.0874, M = 7.047, F = 2.312
  tunnelling, gap 1.1 eV, mass 0.2 m_e: log10(WKB factor) = -61.2
  space-charge field, 100 um diameter: 3.8e-03 V/cm
  drift speed 1e+07 cm/s: transit 32 ps, M times transit 306 ps
```
